\section*{Charged-defect formation energies and transition levels by two routes}

\section{Why total energies of different charge cannot be compared}

An electronic-structure calculation gives a total energy for each charge state of a defect. Take a dangling orbital of the kind met at a semiconductor--oxide interface, with the model parameters specified below. Its relaxed energies are $-0.1$, $-4.8$ and $-8.9$ eV for charges $+1$, $0$ and $-1$. Choosing the lowest number would make the centre negative whatever the doping or gate voltage.

The choice is not even well defined. Raise the electrostatic energy of every electron by a constant $s$. Each unit of nuclear charge is then lowered by $s$, and a system of net charge $q$ changes its energy by $-qs$. With $s=10$ eV the three energies become $-10.1$, $-4.8$ and $+1.1$ eV, and the order is reversed although nothing physical has changed.

What is missing is the energy of the electrons that left or entered the defect. Atoms removed to make the defect need the same care. The quantity that accounts for both is
\begin{equation}
E_f(q;E_F)=E(D,q)-E(\mathrm{host})-\sum_i n_i\mu_i+q(E_V+E_F).
\label{eq:main}
\end{equation}
Here $q$ is the charge in units of the elementary charge, positive when electrons are missing. The number of atoms of species $i$ added is $n_i$, negative for removal, and $\mu_i$ is the chemical potential of the neutral atom. The valence-band edge is $E_V$, and the Fermi level $E_F$ is measured from it. At an interface both are local values, so band bending enters through $E_F$.

The energy $E(D,q)$ refers to one relaxed defect in an otherwise neutral, extended host. A periodic cell gives instead $E_{\mathrm{cell}}(D,q)$, which contains the interaction of the charge with its images and with the compensating background. We write $E(D,q)=E_{\mathrm{cell}}(D,q)+E_{\mathrm{corr}}(q)$, which defines the correction.

\section{First derivation: energy balance of a closed system}

Enclose the host region, one reservoir of neutral atoms for each species, and an electron reservoir, such as doped bulk or a contact. Nothing crosses the outer boundary. Let $R_i(N_i)$ and $R_e(M)$ be the reservoir energies at zero temperature, at negligible pressure.

To make the defect, take $n_i$ neutral atoms from each atomic reservoir. The result is neutral. Then move $q$ electrons from the defect to the electron reservoir. The total energy changes by
\begin{align}
\Delta E_{\mathrm{tot}}={}&E(D,q)-E(\mathrm{host})
+\sum_i\left[R_i(N_i-n_i)-R_i(N_i)\right]\nonumber\\
&+R_e(M+q)-R_e(M).
\label{eq:closed}
\end{align}
The Coulomb energy between the defect and the charge it gave away is absent because the two are taken to be far apart and screened.

For a large reservoir, and apart from the energy of charging the electron reservoir, $R_i$ and $R_e$ can be replaced by smooth extensive functions. Their first derivatives are independent of size at fixed composition and density, and their second derivatives fall as the inverse number of particles. For $R_e$ this requires closely spaced levels at $\mu_e$, as in a metal contact or a partly filled dopant band. In an intrinsic or an uncompensated, nondegenerately doped semiconductor at zero temperature, the energies to add and to remove an electron differ by a finite amount however large the crystal, and such a crystal cannot serve as the reservoir in this argument. The charging energy of a compact conductor falls more slowly, as its inverse linear size, but it too vanishes for a large reservoir. With $\mu_i=dR_i/dN_i$ and $\mu_e=dR_e/dM$,
\begin{equation}
R_i(N_i-n_i)-R_i(N_i)\to-n_i\mu_i,\qquad
R_e(M+q)-R_e(M)\to q\mu_e .
\end{equation}
For a reservoir of molecules, the smooth function passes through the energies of whole molecules. A single atom added to a gas of X$_2$ would stay unpaired, at a cost that does not vanish with size. The balance is then made for two distant defects that together exchange one molecule, and the result is divided by two.

On the potential scale of the defect calculation $\mu_e=E_V+E_F$. Substitution in (\ref{eq:closed}) gives (\ref{eq:main}).

The part of the remainder due to level spacing can be followed for discrete electron levels of spacing $\delta$, each holding one electron, with $\mu_e$ midway between the last filled and the first empty level. Adding $m$ electrons costs
\begin{equation}
\sum_{j=1}^{m}\left[\mu_e+\left(j-\tfrac12\right)\delta\right]
=m\mu_e+\tfrac12m^2\delta .
\end{equation}
If two defects of charge $+1$ form together, $m=2$ and the excess is $2\delta$, or $\delta$ per defect. At fixed band width $\delta$ is inversely proportional to the number of levels, so the excess vanishes for a large reservoir.

\subsection{The common potential reference}

Under the constant shift $s$, $E(D,q)$ changes by $-qs$ and $E_V$ by $+s$. The neutral terms do not change, so the two contributions in (\ref{eq:main}) cancel. If the defect cell alone is shifted, an error $-qs$ remains. The potential far from the defect must therefore be aligned with that of the host calculation from which $E_V$ is taken. In a charged periodic cell the far potential also contains the long-range Coulomb potential of the charge, its images and the background, which is proportional to $q$. This part must be removed before the alignment is read off.

\subsection{Lines and their intersections}

Let $A_q=E_f(q;0)$. Then
\begin{equation}
E_f(q;E_F)=A_q+qE_F
\end{equation}
is a straight line of slope $q$. Two charge states have equal formation energy when $A_q+qE_F=A_{q'}+q'E_F$. Collecting the terms in $E_F$ gives the transition level
\begin{equation}
\varepsilon(q/q')=\frac{A_q-A_{q'}}{q'-q}.
\label{eq:level}
\end{equation}
The host energy and the atomic chemical potentials are the same in both lines and cancel. Changing the atomic reservoir moves all lines vertically by the same amount and leaves the levels fixed.

The stable state at each $E_F$ is the lowest line. Suppose $q$ is lowest at $E_1$ and $q'$ at $E_2>E_1$. Then
\begin{equation}
A_q+qE_1\le A_{q'}+q'E_1,\qquad
A_{q'}+q'E_2\le A_q+qE_2 .
\end{equation}
Adding these and cancelling $A_q+A_{q'}$ leaves $(q'-q)(E_2-E_1)\le0$, hence $q'\le q$. Raising the Fermi level can only lower the stable charge.

For charges $+,0,-$, equation (\ref{eq:level}) gives
\begin{align}
\varepsilon(+/0)&=A_0-A_+,\qquad \varepsilon(0/-)=A_--A_0,\\
U_{\mathrm{eff}}&\equiv\varepsilon(0/-)-\varepsilon(+/0)=A_++A_--2A_0 .
\label{eq:ueff}
\end{align}
At any $E_F$ the mean of the two charged lines is $(A_++A_-)/2=A_0+U_{\mathrm{eff}}/2$. If $U_{\mathrm{eff}}<0$ this mean lies below the neutral line, so at least one charged state does too. The neutral state is then never stable, and the charge changes by two at
\begin{equation}
\varepsilon(+/-)=\frac{A_--A_+}{2}
=\frac{\varepsilon(+/0)+\varepsilon(0/-)}{2}.
\label{eq:pm}
\end{equation}

\section{Second derivation: probabilities of an open region}

Now consider one site at temperature $T$, free to exchange energy, electrons and nuclei with a large reservoir. If the site is in a particular microstate with energy $E$, $N_e$ electrons and $N_i$ nuclei, the reservoir holds the rest. The probability is proportional to the number of reservoir states, $\exp(S_R/k)$. Using $\partial S_R/\partial E=1/T$ and $\partial S_R/\partial N=-\mu/T$, expansion to first order gives
\begin{equation}
P\propto\exp\left[-\frac{E-\mu_eN_e-\sum_i\mu_{\mathrm{nuc},i}N_i}{kT}\right].
\label{eq:gibbs}
\end{equation}
Electrons and bare nuclei are counted separately here. The ratio of the probabilities of a defect state and the host ground state is $\exp(-\Delta\Omega/kT)$, with
\begin{equation}
\Delta\Omega=E(D,q)-E(\mathrm{host})-\mu_e\Delta N_e-\sum_i\mu_{\mathrm{nuc},i}n_i .
\label{eq:omega}
\end{equation}

The host is neutral. The defect charge is therefore the added nuclear charge minus the number of added electrons, $q=\sum_iZ_in_i-\Delta N_e$, so that
\begin{equation}
\Delta N_e=\sum_iZ_in_i-q .
\end{equation}
A neutral atom consists of one nucleus and $Z_i$ electrons, so in equilibrium $\mu_i=\mu_{\mathrm{nuc},i}+Z_i\mu_e$. Inserting both relations in (\ref{eq:omega}),
\begin{align}
\Delta\Omega={}&E(D,q)-E(\mathrm{host})
-\mu_e\sum_iZ_in_i+q\mu_e\nonumber\\
&-\sum_in_i\mu_i+\mu_e\sum_iZ_in_i .
\end{align}
The two sums containing $Z_i$ cancel. With $\mu_e=E_V+E_F$ the remainder is (\ref{eq:main}). The sign of $q\mu_e$ comes from charge counting: a positive defect has given electrons to the reservoir.

To obtain populations, sum over the microstates of each charge state. Let $g_q$ be its electronic degeneracy, and let the vibrational factors be equal in all states. Then the population of charge $q$ relative to the nondegenerate host is
\begin{equation}
\frac{P_q}{P_{\mathrm{host}}}=g_q\exp\left[-\frac{A_q+qE_F}{kT}\right].
\label{eq:pop}
\end{equation}
Setting $P_q=P_{q'}$ and taking logarithms,
\begin{equation}
\ln g_q-\frac{A_q+qE_F}{kT}=\ln g_{q'}-\frac{A_{q'}+q'E_F}{kT}.
\end{equation}
Solving for $E_F$ gives the point of equal population,
\begin{equation}
E_F^{\mathrm{eq}}=\varepsilon(q/q')+\frac{kT}{q'-q}\ln\frac{g_{q'}}{g_q}.
\label{eq:thermal}
\end{equation}
As $T\to0$ it reaches the intersection (\ref{eq:level}).

\section{A dangling orbital in numbers}

The centre is made by removing one monovalent atom X from a passivated bond, so $n_X=-1$ and $Z_X=1$. Charge counting leaves $n=1-q$ electrons on the orbital. Its energy is
\begin{equation}
E(n,Q)=en+\frac{U}{2}n(n-1)+\frac{K}{2}Q^2-F(n-1)Q ,
\end{equation}
where $Q$ is a lattice coordinate. The round parameters are $e=-4.8$ eV, $U=0.8$ eV, $K=5$ eV/\AA$^2$ and $F=1$ eV/\AA, with $E_V=-5.0$ eV and a gap of $1.2$ eV. They represent no particular material. The model describes an isolated centre, so $E_{\mathrm{corr}}=0$.

Setting $\partial E/\partial Q=0$ gives $Q=F(n-1)/K$. Inserting this lowers the energy by $\lambda(n-1)^2$, with $\lambda=F^2/(2K)=0.1$ eV. The energies for $q=+1,0,-1$ are $-\lambda$, $e$ and $2e+U-\lambda$, the values quoted at the start.

\subsection{The host and the atomic reservoir}

The passivated bond holds two electrons in the dangling orbital and an X orbital with $e_X=-5.0$ eV and $U_X=6.0$ eV, joined by hopping $t=2.0$ eV. The singlet with one electron on each orbital has energy $e+e_X$. The doubly occupied states lie higher by $a=e-e_X+U=1.0$ eV and $b=e_X-e+U_X=5.8$ eV. Hopping reaches each of them from both terms of the normalized singlet, so the matrix element has magnitude $2t/\sqrt2=\sqrt2\,t$. Eliminating the two doubly occupied amplitudes gives, for $w=E-e-e_X$,
\begin{equation}
w=\frac{2t^2}{w-a}+\frac{2t^2}{w-b}.
\end{equation}
The lowest root is $w=-2.9436$ eV, so $E(\mathrm{host})=-9.8-2.9436=-12.7436$ eV. The intact bond is taken to be uncoupled to $Q$, so its energy does not depend on $F$. The rest of the host is common to both states and cancels.

We assume that the molecule X$_2$ is the most stable form of X, so that equilibrium with it sets the X-rich limit. This is an input and not a property of the model: with the same hopping on every bond, a chain of four or six X atoms would lie lower per atom. In the molecule $a=b=U_X$ and the hopping is $t_X=3.0$ eV. The equation becomes $w(w-U_X)=4t_X^2$, with lower root
\begin{equation}
w=\frac{U_X-\sqrt{U_X^2+16t_X^2}}{2}=-3.7082\ \mathrm{eV}.
\end{equation}
Thus $E(\mathrm{X}_2)=-13.7082$ eV and $\mu_X=E(\mathrm{X}_2)/2=-6.8541$ eV.

The charge transitions of the intact bond lie at $-0.84$ and $3.24$ eV from $E_V$, outside the gap. The host reference is therefore neutral for every $E_F$ in the gap.

\subsection{Weak lattice coupling}

Since $n_X=-1$, the atomic term is $+\mu_X$. At $E_F=0$,
\begin{align}
A_+&=-0.1+12.7436-6.8541-5.0=0.7895\ \mathrm{eV},\\
A_0&=-4.8+12.7436-6.8541=1.0895\ \mathrm{eV},\\
A_-&=-8.9+12.7436-6.8541+5.0=1.9895\ \mathrm{eV}.
\end{align}
The intersections are $\varepsilon(+/0)=1.0895-0.7895=0.30$ eV and $\varepsilon(0/-)=1.9895-1.0895=0.90$ eV. The centre is positive below the first, neutral between them and negative above the second. Here $U_{\mathrm{eff}}=U-2\lambda=0.60$ eV: relaxation of the charged states makes the effective repulsion smaller than $U$. Direct minimization over charge and $Q$ on a grid of Fermi levels finds the same two changes within the grid resolution.

Lowering $\mu_X$ by $0.5$ eV reduces the neutral formation energy to $0.59$ eV. The charged lines fall equally, and both levels stay where they were.

These levels compare relaxed states. At fixed $Q$ the $(+/0)$ energy difference is $E(1,Q)-E(0,Q)-E_V=e-FQ-E_V$. It is $0.4$ eV in the positive geometry, $Q=-0.2$ \AA, and $0.2$ eV in the neutral geometry, $Q=0$. Neither vertical value is the thermodynamic level of $0.3$ eV.

\subsection{Strong lattice coupling}

For $F=2.5$ eV/\AA, $\lambda=0.625$ eV. The neutral line is unchanged, while $A_+=0.2645$ eV and $A_-=1.4645$ eV. Now $\varepsilon(+/0)=0.825$ eV lies above $\varepsilon(0/-)=0.375$ eV, and $U_{\mathrm{eff}}=-0.45$ eV. Both crossings still exist, but neither is on the lowest envelope. The stable transition is $\varepsilon(+/-)=(1.4645-0.2645)/2=0.60$ eV.

At this point the charged states have $E_f=0.2645+0.60=0.8645$ eV, which is $0.225$ eV below the neutral state. With $g_0=2$ and $kT=0.02585$ eV at 300 K, equation (\ref{eq:pop}) gives a neutral-to-positive ratio of $2\exp(-0.225/0.02585)\approx3.3\times10^{-4}$. The neutral state is rare but not absent.

\subsection{Two errors with different signatures}

If the potential of the defect cell is misaligned by $s$, each $A_q$ acquires $-qs$, and (\ref{eq:level}) shifts by $(-qs+q's)/(q'-q)=s$. For $s=0.1$ eV the weak-coupling levels become $0.4$ and $1.0$ eV. Their separation survives, but their position in the gap is wrong. This holds for an $s$ common to all charge states; a misalignment proportional to $q$ acts like the quadratic error treated next.

If instead the cell energies carry an uncorrected error $cq^2$, the shift is
\begin{equation}
\frac{c(q^2-q'^2)}{q'-q}=-c(q+q').
\end{equation}
For $c=-0.1$ eV the levels become $0.4$ and $0.8$ eV. The separation falls from $0.6$ to $0.4$ eV, an error that could be mistaken for extra relaxation. The correction needed here is $E_{\mathrm{corr}}=+0.1q^2$ eV.

\section{What the two derivations assume}

Both derivations need large reservoirs and a defect energy in the dilute limit. The first uses this size to linearize energies, the second to linearize entropy. In the closed balance with an explicit ladder of levels spread over 2 eV, the remainder for two defects of charge $+1$ formed together is $0.01$ eV per defect with 200 levels and $0.0001$ eV with 20\,000, in line with the $\delta$ found above.

The first derivation needs no statistical ensemble. It assumes zero temperature and neutral atomic reservoirs, and its transition level is an equality of energies. It says which charge state is lowest, but gives no populations.

The second assumes thermal equilibrium for every exchanged particle. It treats nuclei and electrons separately and so shows why a neutral-atom chemical potential leaves the single term $q\mu_e$. It also gives the effect of temperature on the charge. By (\ref{eq:pop}), the population ratio of two charge states that differ by one electron changes by a factor $\mathrm{e}$ when $E_F$ moves by $kT$, so the transition is gradual, and degeneracy shifts the point of equal population. With $g_+=g_-=1$ and $g_0=2$, equation (\ref{eq:thermal}) places equal populations at $\varepsilon(+/0)-kT\ln2=0.282$ eV and $\varepsilon(0/-)+kT\ln2=0.918$ eV for weak coupling at 300 K. Spin degeneracy widens the neutral range by $0.036$ eV. If vibrational factors differ between states, the energies in (\ref{eq:pop}) must be replaced by free energies. For a real bond they do differ between host and defect, because the modes of the removed atom disappear, and at finite temperature the chemical potential of a gas depends on temperature and pressure. For a hydrogen-passivated bond these terms are of the order of $0.2$ eV, so populations relative to the host obtained with $\mu_X=E(\mathrm{X}_2)/2$ are not quantitative. A factor common to all charge states cancels in the points of equal population, but a difference between charge states generally gives these points a further temperature dependence.

The conditions can fail separately. If atoms are no longer exchanged with their reservoirs, while electrons and the local lattice relaxation still equilibrate, the number of defects need not follow $E_f$, but the relative charge populations still do, because the atomic terms cancel between them. If electron exchange is also slow compared with a measurement, the observed charge depends on history and the crossing gives only the equilibrium limit. If $E_f$ becomes negative, the passivated site is no longer the favoured reference. With strong coupling and $\mu_X$ lowered by $0.5$ eV, this happens for the positive state at $E_F=0$, where $E_f=0.2645-0.5=-0.2355$ eV. Equation (\ref{eq:pop}) still describes an isolated site, and most such sites are depassivated as long as $E_F$ is held at this value. If the sites outnumber the dopants, their positive charge raises $E_F$ and the depassivation limits itself. Interactions between neighbouring defects may also no longer be negligible. The numerical output below lists the X-rich formation energies at $E_F=0$ for both couplings; lowering $\mu_X$ by $0.5$ eV subtracts $0.5$ eV from each.

\section*{Computed values}
\begin{verbatim}
Band edge E_V, gap: -5.0, 1.2 eV
Dangling orbital e, U: -4.8, 0.8 eV
X orbital e_X, U_X: -5.0, 6.0 eV
Hopping in D-X, in X2: 2.0, 3.0 eV
Stiffness K: 5.0 eV/angstrom^2
Coupling F weak, strong: 1.0, 2.5 eV/angstrom
Passivated bond energy E(host): -12.7436 eV
Molecule energy E(X2): -13.7082 eV
X-rich mu_X: -6.8541 eV
Passivated bond (+/0) from E_V: -0.8411 eV
Passivated bond (0/-) from E_V: 3.2420 eV
Weak: relaxation energy lambda: 0.1000 eV
Weak: E(defect, q=+1): -0.1000 eV
Weak: E(defect, q=+0): -4.8000 eV
Weak: E(defect, q=-1): -8.9000 eV
Weak, X-rich: E_f(q=+1) at E_F=0: 0.7895 eV
Weak, X-rich: E_f(q=+0) at E_F=0: 1.0895 eV
Weak, X-rich: E_f(q=-1) at E_F=0: 1.9895 eV
Weak, X-rich: E_f(q=-1) at E_F=gap: 0.7895 eV
Weak: level (+/0): 0.3000 eV
Weak: level (0/-): 0.9000 eV
Weak: U_eff: 0.6000 eV
Weak: grid crossing (+/0): 0.30005 eV
Weak: grid crossing (0/-): 0.90005 eV
X-poor change of mu_X: -0.5000 eV
Weak, X-poor: E_f(q=0): 0.5895 eV
Strong: relaxation energy lambda: 0.6250 eV
Strong, X-rich: E_f(q=+1) at E_F=0: 0.2645 eV
Strong, X-rich: E_f(q=+0) at E_F=0: 1.0895 eV
Strong, X-rich: E_f(q=-1) at E_F=0: 1.4645 eV
Strong: crossing (+/0): 0.8250 eV
Strong: crossing (0/-): 0.3750 eV
Strong: U_eff: -0.4500 eV
Strong: stable level (+/-): 0.6000 eV
Strong: E_f(q=+1) at (+/-): 0.8645 eV
Strong: grid crossing (+/-): 0.60005 eV
Temperature: 300 K
kT: 0.02585 eV
Weak: equal populations of + and 0: 0.2821 eV
Weak: equal populations of 0 and -: 0.9179 eV
Strong: population ratio 0 to + at (+/-): 3.320e-04
Fermi level in closed balance: 0.5000 eV
Closed-balance error, q=+1, 200 levels: 0.010000 eV
Closed-balance error, q=+1, 20000 levels: 0.000100 eV
Misalignment of defect cell: 0.1000 eV
Misaligned (+/0), (0/-): 0.4000, 1.0000 eV
Uncorrected cell error per q^2: -0.1000 eV
Uncorrected (+/0), (0/-): 0.4000, 0.8000 eV
Relaxed Q of + state, weak: -0.2000 angstrom
Vertical (+/0) at + geometry: 0.4000 eV
Vertical (+/0) at neutral geometry: 0.2000 eV
\end{verbatim}
